Mean energy of 4d–4f transition arrays and the spectator electrons, part 1

(Sections cited here and not found follow in the second part.)

## First half: strength and energy as averages over a configuration

An ion with n electrons in its 4d shell absorbs a photon, and one of these electrons goes to 4f. The other n − 1 electrons stay in 4d and will be called spectators. An open-shell configuration generally has several levels, often very many, so the jump usually gives a whole array of lines. The problem is to find the centre of this array without calculating the lines one by one.

The assumptions are these. The lower states all belong to 4dⁿ and the upper states all to 4dⁿ⁻¹4f, with n from 1 to 10. Other open configurations are left out, and the inner shells are closed. The Hamiltonian H contains the central field, the Coulomb repulsion and the spin-orbit interaction. The radial functions, and hence the Slater integrals, are the same for all states of a configuration. When different n are compared, the integrals between 4d and 4f are held fixed. Light couples to the ion through the electric dipole.

Spin-orbitals of 4d are labelled α, and there are 10 of them. Those of 4f are labelled β, and there are 14. The operators d†_α and d_α create and remove a 4d electron, and f†_β and f_β do the same for 4f. The part of the dipole that lifts an electron from 4d to 4f is, apart from a common radial factor,

D_q = Σ_{βα} x^q_{βα} f†_β d_α,  x^q_{βα} = ⟨β|C¹_q|α⟩,  q = −1, 0, 1.

Here C^k_q = √(4π/(2k+1)) Y_{kq} is a spherical harmonic in the usual normalization for multipole expansions. The dipole leaves spin unchanged. For a lower eigenstate a and an upper eigenstate b, the line strength is

S(a,b) = Σ_q |⟨b|D_q|a⟩|².

The quantity sought is the strength-weighted mean energy

Ē = Σ_{ab} S(a,b)(E_b − E_a) / Σ_{ab} S(a,b),

in which the sums run over all states, so that a level of angular momentum J counts 2J + 1 times. The common radial factor cancels in this ratio. The average energy E_av of a configuration is the plain mean over all its states, each counted once.

### (a) Show that the lower levels enter Ē through their plain average.

**Solution.** The sum over final eigenstates can be removed by completeness. Since H|b⟩ = E_b|b⟩,

Σ_{ab} S(a,b)E_b = Σ_q Σ_{ab} ⟨a|D_q†|b⟩E_b⟨b|D_q|a⟩ = Σ_q Tr(D_q† H D_q).

The trace is over the states of 4dⁿ. In the same way,

Σ_{ab} S(a,b)E_a = Σ_q Tr(D_q† D_q H).

Both traces may be taken in any basis. No eigenstate has to be known.

Consider the operator in the second trace. In the lower configuration there is no 4f electron, so f_β f†_β′ acts as δ_ββ′. Thus

Σ_q D_q†D_q = Σ_{α′α} [Σ_{qβ} x^{q*}_{βα′} x^q_{βα}] d†_α′ d_α.

The bracket is a matrix in the 4d spin-orbitals. Because all three components q are summed, it does not change under rotations of space, and it does not change under rotations of spin either. The 4d spin-orbitals form a single irreducible set under these two kinds of rotation, so Schur's lemma makes the matrix a multiple of unity. Let

S = Σ_q Σ_{βα} |x^q_{βα}|²

be the total one-electron strength. The trace of the bracket is S, so the bracket equals (S/10)δ_α′α. The remaining sum counts the 4d electrons:

Σ_q D_q†D_q = nS/10.

Every lower state therefore has the same total strength, whatever its energy. The lower energy in Ē is weighted uniformly:

Σ_{ab} S(a,b)E_a / Σ_{ab} S(a,b) = E_av(4dⁿ).

Any departure of Ē from the difference of averages must come from the upper configuration, where some states may collect more strength than others.

### (b) Find the operator that measures the strength of an upper state, and its average.

**Solution.** The cyclic property of the trace moves the lowering operator to the other side:

Σ_q Tr(D_q† H D_q) = Tr(H O),  O = Σ_q D_q D_q†.

The trace on the right is over the upper configuration. The expectation value ⟨b|O|b⟩ is the total strength of all lines that end on b. Written out,

O = Σ_q Σ x^q_{βα} x^{q*}_{β′α′} f†_β d_α d†_α′ f_β′.

The anticommutator gives d_α d†_α′ = δ_αα′ − d†_α′ d_α. The first piece contains Σ_{qα} x^q_{βα}x^{q*}_{β′α}. By the argument of part (a), now applied to the 14 spin-orbitals of 4f, this is (S/14)δ_ββ′. With one electron in 4f, the piece is the number S/14. Hence

O = S/14 − M,

M = Σ_q Σ x^q_{βα} x^{q*}_{β′α′} f†_β d†_α′ d_α f_β′.

The operator M acts on one 4f electron and one 4d electron. It has two kinds of terms. Those with β′ = β and α′ = α are diagonal in determinants and never negative. They subtract the strength that is blocked when the 4d orbital the 4f electron would fall into is already taken by a spectator. The other terms connect different determinants. They leave the mean strength unchanged but describe interference, which moves strength from some upper states to others, so the expectation value of M can have either sign. For n = 10, part (g) shows that the whole strength S goes to the three states of one ¹P term. Each of them has S/3, far more than S/14, and ⟨M⟩ is negative there.

For later use, define the matrix of a pair operator by placing the outgoing labels first and the incoming ones second, in each case with 4f before 4d. The operator M removes β′ and α and creates β and α′, so

M_{(βα′),(β′α)} = Σ_q x^q_{βα} x^{q*}_{β′α′}.

In words, the unstarred factor joins the outgoing 4f label to the incoming 4d label, and the starred factor joins the other two. The full trace has β′ = β and α′ = α, which gives Tr M = S.

Now let N = n − 1 be the number of spectators, and let angle brackets denote the plain mean over all states of the upper configuration. This mean factorizes into a mean over the one 4f electron and a mean over the N electrons in 4d. A given 4f spin-orbital is filled with probability 1/14, and a given 4d spin-orbital with probability N/10. Different labels do not mix in the mean of a one-body operator, so

⟨f†_β f_β′⟩ = δ_ββ′/14,  ⟨d†_α′ d_α⟩ = (N/10)δ_α′α.

It follows that

⟨M⟩ = (1/14)(N/10) Tr M = NS/140,

⟨O⟩ = (S/14)(1 − N/10) = S(10 − N)/140.

The factor 10 − N is the number of vacancies in 4d. The mean strength of an upper state is proportional to the number of places to which its 4f electron can return.

The upper energy in Ē is ⟨HO⟩/⟨O⟩. Subtracting the upper average, which is ⟨H⟩, and using part (a), one obtains

Δ ≡ Ē − [E_av(4dⁿ⁻¹4f) − E_av(4dⁿ)] = ⟨(H − ⟨H⟩)O⟩ / ⟨O⟩.

The departure Δ is a covariance between energy and strength in the upper configuration, divided by the mean strength. It is positive if the strong states tend to lie high.

### (c) Which parts of the Hamiltonian cannot contribute to Δ?

**Solution.** Split the upper Hamiltonian into a constant from the closed shells, a part H_d that acts on 4d electrons alone, a part H_f that acts on the 4f electron alone, and the interaction V between 4d and 4f. The part H_d includes the repulsion among the spectators and their spin-orbit energy. The part H_f includes the spin-orbit energy of the 4f electron.

For H_d, the mean over the 4f electron can be taken first, because H_d does not touch that electron. In M this mean sets β′ = β and supplies a factor 1/14:

mean of M over 4f = (1/14) Σ_{α′α} [Σ_{qβ} x^q_{βα}x^{q*}_{βα′}] d†_α′ d_α = (1/14)(S/10)N.

The result is a number. A number has no covariance with anything, so H_d gives no contribution to Δ.

For H_f, take the mean over the 4d electrons first. This sets α′ = α and supplies N/10:

mean of M over 4d = (N/10) Σ_{ββ′} [Σ_{qα} x^q_{βα}x^{q*}_{β′α}] f†_β f_β′ = (N/10)(S/14).

This too is a number, and H_f drops out.

The 4d-4d Slater integrals and both spin-orbit constants therefore do not enter Δ. The spin-orbit energy also averages to zero over each configuration, so it leaves the centre Ē where it is. The 4d-4d integrals can move Ē, but only through the two average energies. The 4d-4d integral F⁰ only shifts a configuration as a whole. The other parameters do in general affect the relative positions and the strengths of individual lines, and with them the width and shape of the array. This also shows that the 4d-4d integrals need not be equal in the lower and upper configurations. Any change in them is contained in the two average energies.

### (d) Show how Δ depends on the number of spectators.

**Solution.** Only V is left. With g = 1/r₁₂ in suitable energy units, it can be written

V = Σ W_{(βα),(β′α′)} f†_β d†_α d_α′ f_β′,

W_{(βα),(β′α′)} = ⟨βα|g|β′α′⟩ − ⟨βα|g|α′β′⟩.

In each two-electron element the first label on either side belongs to electron 1. The first term is the direct interaction. The second is the exchange interaction, and its minus sign comes from interchanging two fermion operators.

Let W̄ = Tr W/140 be the mean energy of a 4d-4f pair, and put W̃ = W − W̄. The constant W̄ contributes NW̄ to every upper state and so belongs to the configuration average. The rest, W̃, has a useful property. The partial trace Σ_α W_{(βα),(β′α)} is the energy matrix of a 4f electron in the field of a full 4d shell. That field is unchanged by rotations of space and of spin, so the matrix is a multiple of unity, namely 10W̄δ_ββ′. Subtracting W̄ makes this partial trace zero. The partial trace over 4f vanishes for the same reason.

The covariance of V with O = S/14 − M is thus −⟨W̃M⟩, where W̃ now also stands for the operator with that matrix. An even number of interchanges brings both operators to the form f†f d†d, and the mean splits into two factors. For the single 4f electron,

⟨f†_β f_β′ f†_γ f_γ′⟩ = δ_β′γ δ_βγ′/14.

For the N electrons in 4d, first order the operators:

d†_a d_b d†_c d_e = δ_bc d†_a d_e + d†_a d†_c d_e d_b.

The sign of the last term is the product of two minus signs, one from moving d_b past d†_c and one from interchanging d_b and d_e. Two given spin-orbitals are both filled with probability

P = N(N − 1)/(10·9).

The mean of the ordered product is therefore

⟨d†_a d_b d†_c d_e⟩ = (N/10)δ_bcδ_ae + P(δ_abδ_ce − δ_aeδ_bc).

The term with δ_abδ_ce takes a partial trace of W̃ over 4d, and this is zero. The coefficient of the other pattern, δ_aeδ_bc, is

N/10 − N(N − 1)/90 = [9N − N² + N]/90 = N(10 − N)/90.

This pattern joins the outgoing labels of one operator to the incoming labels of the other, which is a matrix product. Hence

⟨W̃M⟩ = (1/14) · [N(10 − N)/90] · Tr(W̃M).

Dividing by the mean strength from part (b) gives

Δ = −[N(10 − N)/(14·90)] Tr(W̃M) · 140/[S(10 − N)].

The number of vacancies cancels. Since 140/(14·90) = 1/9 and N = n − 1,

Δ = (n − 1)c,  c = −(1/9) Tr(W̃M)/S.

The trace involves one 4d electron and one 4f electron and does not know n. Under the stated assumptions the departure is therefore exactly proportional to n − 1.

The two factors of N(10 − N) have separate origins. A covariance needs both filled and empty places in 4d: with no spectators there is nothing to interact with, and with a full shell there is no freedom of arrangement. The mean strength needs empty places only. Their ratio leaves the number of spectators. For n = 1 the departure is zero, even though spin-orbit coupling still splits the line.

## Second half: the size of the departure and the limits of the law

The first half considered the array 4dⁿ → 4dⁿ⁻¹4f. Labels α stand for the 10 spin-orbitals of 4d and β for the 14 of 4f. The dipole elements are x^q_{βα} = ⟨β|C¹_q|α⟩, and S is the sum of their squared magnitudes over α, β and q. The strength-weighted mean energy Ē departs from the difference of configuration averages by

Δ = (n − 1)c,  c = −(1/9)[Tr(WM)/S − W̄].

This uses W̃ = W − W̄ and Tr M = S. The matrix W is the direct minus the exchange interaction of one 4d and one 4f electron, W̄ is its mean over the 140 pair states, and

M_{(β′α′),(βα)} = Σ_q x^q_{β′α} x^{q*}_{βα′}.

The trace to be found is therefore

Tr(WM) = Σ W_{(βα),(β′α′)} Σ_q x^q_{β′α} x^{q*}_{βα′}.

The multipole expansion of the Coulomb interaction contains Σ_p (−1)^p C^k_p(1)C^k_{−p}(2), multiplied by a radial factor. The radial integrals between 4d and 4f are called F^k in the direct terms and G^k in the exchange terms. They are energies.

### (e) Evaluate the direct part of Tr(WM)/S.

So far the departure of the strength-weighted mean energy from the difference of configuration averages has been shown to be (n − 1)c, with c independent of n under the stated assumptions. It remains to evaluate the direct and exchange parts of c, apply the result to an example, and examine where the law fails.
